# Wafer Curvature from Spot Spacing in a Multi-Beam Optical Stress Sensor, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From spot spacing to curvature

### Definitions and conventions

A multi-beam optical stress sensor sends a row of laser beams onto a wafer and records the reflected spots on a camera. When the wafer bends, neighbouring beams are reflected in slightly different directions, and the distance between their spots changes.

**The wafer.** Let the central beam meet the wafer at the origin $O$. The $z$ axis is the wafer normal at $O$, pointing toward the light. The $x$ axis lies in the wafer surface and in the plane of incidence, which is the plane containing the central beam and the normal. The $y$ axis is perpendicular to that plane. Near $O$ the surface is

$$
z(x,y)=-\tfrac12\left(\kappa_{xx}x^2+2\kappa_{xy}xy+\kappa_{yy}y^2\right). \tag{1}
$$

The minus sign makes curvature positive when the wafer is convex toward the light, because the surface then falls away from $O$. A spherical wafer has $\kappa_{xx}=\kappa_{yy}=\kappa$ and $\kappa_{xy}=0$, with radius of curvature $R=1/|\kappa|$.

**The beams.** The angle of incidence $\alpha$ is measured from the wafer normal. The incident central beam has the unit direction

$$
\mathbf k=(\sin\alpha,\,0,\,-\cos\alpha),
$$

and a flat wafer reflects it into

$$
\mathbf r_0=(\sin\alpha,\,0,\,\cos\alpha).
$$

Positions across the incident beams are measured along $\mathbf e_{\rm in}=(\cos\alpha,0,\sin\alpha)$ and along $\hat{\mathbf y}$. Positions across the reflected beams are measured along $\mathbf e_{\rm out}=(\cos\alpha,0,-\sin\alpha)$ and $\hat{\mathbf y}$. Direct multiplication gives $\mathbf e_{\rm in}\cdot\mathbf k=0$ and $\mathbf e_{\rm out}\cdot\mathbf r_0=0$, so these vectors are indeed transverse. A flat mirror reverses the $z$ component of a vector, and therefore turns $\mathbf e_{\rm in}$ into $\mathbf e_{\rm out}$. This fixes the signs of the camera coordinates: on a flat wafer the spots keep the order and the spacing of the beams.

A beam is labelled by its transverse coordinates $(u,v)$ before reflection. Its spot on the camera has coordinates $(U,V)$ along $\mathbf e_{\rm out}$ and $\hat{\mathbf y}$. The perpendicular distance between neighbouring beams at the wafer is $s$. The spacing of their spots is $d$, with $d_0$ the value before a change and $d_1$ the value after it, and $\delta d=d_1-d_0$.

**The camera.** The camera plane is perpendicular to $\mathbf r_0$ and lies at a distance $L$ from $O$, measured along the reflected central beam. It is not the height of the camera above the wafer.

**Assumptions.** The curvature is uniform over the illuminated part of the wafer. The surface slopes are small, and so is their product with $\tan\alpha$. The illuminated length is small compared with $L$. The beams are first taken to be parallel; divergence is added in part (c) of the theorem.

### Theorem

Under these assumptions, to first order in the surface slopes and to leading order in the array size divided by $L$, the following hold.

**(a)** For beams spaced in the plane of incidence, with a flat wafer as the reference,

$$
\boxed{\;\frac{\delta d}{d_0}=\frac{2L}{\cos\alpha}\,\Delta\kappa_{xx},
\qquad
\Delta\kappa_{xx}=\frac{\cos\alpha}{2L}\,\frac{\delta d}{d_0}\;} \tag{2}
$$

**(b)** For beams spaced perpendicular to the plane of incidence, with the same reference,

$$
\frac{\delta d}{d_0}=2L\cos\alpha\,\Delta\kappa_{yy}. \tag{3}
$$

**(c)** If the wafer is already bent at the start, or if the beams diverge slightly, the row in the plane of incidence obeys

$$
\Delta\kappa_{xx}=\frac{\cos\alpha}{2L}\,\frac{d_1-d_0}{s}. \tag{4}
$$

The difference between (2) and (4) is the denominator: the general formula contains the beam spacing at the wafer, which equals $d_0$ for parallel beams and a flat start.

The proof follows a beam through its three stages: landing, reflection and flight.

### Lemma 1: where a beam lands

*A beam with transverse coordinates $(u,v)$ meets the wafer at $x=u/\cos\alpha$, $y=v$, apart from corrections due to the height of the curved surface.*

**Proof.** The points of the beam are

$$
\mathbf p(t)=u\,\mathbf e_{\rm in}+v\,\hat{\mathbf y}+t\,\mathbf k ,
$$

where $t$ is distance along the beam. The vertical component is $u\sin\alpha-t\cos\alpha$. Setting it to zero gives $t=u\tan\alpha$. The horizontal component is then

$$
x=u\cos\alpha+t\sin\alpha
=u\left(\cos\alpha+\frac{\sin^2\alpha}{\cos\alpha}\right)
=u\,\frac{\cos^2\alpha+\sin^2\alpha}{\cos\alpha}
=\frac{u}{\cos\alpha}.
$$

The $y$ component is $v$ for every $t$. If the surface has height $h$ at the landing point, the condition becomes $u\sin\alpha-t\cos\alpha=h$, and the same calculation gives $x=u/\cos\alpha-h\tan\alpha$. On a spherical surface $|h|=|\kappa|x^2/2$, so the relative shift of $x$ is $|\kappa x|\tan\alpha/2$. This is the small product of slope and $\tan\alpha$ named in the assumptions. $\square$

Oblique incidence stretches the row in the plane of incidence by $1/\cos\alpha$. It leaves a perpendicular row unchanged.

### Lemma 2: how a slope turns the beam

*If the surface has small slopes $z_x=\partial z/\partial x$ and $z_y=\partial z/\partial y$ at the landing point, the reflected beam is turned by $-2z_x$ along $\mathbf e_{\rm out}$ and by $-2\cos\alpha\,z_y$ along $\hat{\mathbf y}$.*

**Proof.** The vector $\mathbf n=(-z_x,-z_y,1)$ is normal to the surface. Its squared length is $1+z_x^2+z_y^2$, which equals one to first order, so it may serve as the unit normal. Reflection reverses the component of $\mathbf k$ along the normal:

$$
\mathbf r=\mathbf k-2(\mathbf k\cdot\mathbf n)\,\mathbf n .
$$

The scalar product is $\mathbf k\cdot\mathbf n=-z_x\sin\alpha-\cos\alpha$. Therefore

$$
\mathbf r=\mathbf k+2(\cos\alpha+z_x\sin\alpha)\,(-z_x,-z_y,1).
$$

Dropping products of slopes, the components are

$$
\begin{aligned}
r_x&=\sin\alpha-2z_x\cos\alpha,\\
r_y&=-2z_y\cos\alpha,\\
r_z&=-\cos\alpha+2\cos\alpha+2z_x\sin\alpha=\cos\alpha+2z_x\sin\alpha .
\end{aligned}
$$

The component along $\mathbf e_{\rm out}$ is

$$
\begin{aligned}
\mathbf r\cdot\mathbf e_{\rm out}
&=\cos\alpha\,(\sin\alpha-2z_x\cos\alpha)-\sin\alpha\,(\cos\alpha+2z_x\sin\alpha)\\
&=-2z_x(\cos^2\alpha+\sin^2\alpha)=-2z_x .
\end{aligned}
$$

The component along $\hat{\mathbf y}$ is $r_y=-2\cos\alpha\,z_y$. Finally,

$$
\mathbf r\cdot\mathbf r_0
=\sin^2\alpha-2z_x\sin\alpha\cos\alpha+\cos^2\alpha+2z_x\sin\alpha\cos\alpha=1,
$$

so the two transverse components are also the deflection angles in radians, to first order. $\square$

The factor of two is the usual doubling of angle at a mirror: when the normal turns by an angle in the plane of incidence, the angles of incidence and reflection both change by that amount. The factor $\cos\alpha$ in the other direction has a different origin. A tilt about the $x$ axis leaves the beam component along that axis untouched. Only the component along the normal, of size $\cos\alpha$, is turned sideways.

### Lemma 3: where the spot appears

*The camera coordinates of the beam $(u,v)$ are*

$$
\begin{aligned}
U&=u+2L\left(\frac{\kappa_{xx}}{\cos\alpha}\,u+\kappa_{xy}\,v\right),\\
V&=v+2L\left(\kappa_{xy}\,u+\kappa_{yy}\cos\alpha\,v\right).
\end{aligned}\tag{5}
$$

**Proof.** At the landing point $(u/\cos\alpha,v,0)$ the coordinate along $\mathbf e_{\rm out}$ is $(u/\cos\alpha)\cos\alpha=u$, and the coordinate along $\hat{\mathbf y}$ is $v$. The beam thus leaves the wafer with its original transverse coordinates. It then travels a distance which is $L$ to leading order, and a deflection angle becomes a displacement on multiplication by $L$. Lemma 2 gives

$$
U=u-2L\,z_x,\qquad V=v-2L\cos\alpha\,z_y .
$$

From (1), the slopes at the landing point are

$$
z_x=-(\kappa_{xx}x+\kappa_{xy}y)=-\left(\frac{\kappa_{xx}u}{\cos\alpha}+\kappa_{xy}v\right),
$$

$$
z_y=-(\kappa_{xy}x+\kappa_{yy}y)=-\left(\frac{\kappa_{xy}u}{\cos\alpha}+\kappa_{yy}v\right).
$$

Substitution gives the first line of (5) directly. In the second line the prefactor $\cos\alpha$ cancels the denominator under $\kappa_{xy}$ and remains beside $\kappa_{yy}$. $\square$

### Proof of the theorem

**Part (a).** Two neighbouring beams in the plane of incidence have the same $v$, and their values of $u$ differ by $s$. Subtracting the first line of (5) for the two beams gives

$$
d=s\left(1+\frac{2L\kappa_{xx}}{\cos\alpha}\right). \tag{6}
$$

For a flat wafer $d=d_0=s$. For a wafer bent by $\Delta\kappa_{xx}$ from flat,

$$
\delta d=d_1-d_0=\frac{2L\,\Delta\kappa_{xx}}{\cos\alpha}\,d_0 .
$$

Division by $d_0$ gives the first form of (2), and solving for the curvature gives the second. A twist $\kappa_{xy}$ also displaces the spots sideways by a relative amount $2L\kappa_{xy}s$. This is perpendicular to the row, so it leaves the component of the gap along $\mathbf e_{\rm out}$ unchanged, and it alters the length of the gap only through its square as long as it is small compared with $|d|$.

**Part (b).** The beams now have the same $u$, and their values of $v$ differ by $s$. The second line of (5) gives $d=s(1+2L\kappa_{yy}\cos\alpha)$. With a flat reference, (3) follows in the same way.

**Part (c).** Let neighbouring directions fan out at a rate $G$, so that the incident direction of beam $(u,v)$ is $\mathbf k+G(u\,\mathbf e_{\rm in}+v\,\hat{\mathbf y})$. Here $G$ is an angle per length, and $|Gu|\tan\alpha$ is taken to be small so that Lemma 1 still gives the landing point. The flat-mirror part of the reflection turns $Gu\,\mathbf e_{\rm in}$ into $Gu\,\mathbf e_{\rm out}$. Over the distance $L$ this adds $LGu$ to $U$. In place of (6) one has

$$
d=s\left[1+L\left(G+\frac{2\kappa_{xx}}{\cos\alpha}\right)\right]. \tag{7}
$$

The same $G$ and $s$ apply before and after the bending. Subtracting the two readings removes both the one and $G$:

$$
d_1-d_0=\frac{2Ls}{\cos\alpha}\,\Delta\kappa_{xx}.
$$

Solving for $\Delta\kappa_{xx}$ gives (4). $\blacksquare$

### Remarks on the meaning and the limits

**The two places of the cosine.** In the plane of incidence, the beams sample points farther apart on the wafer by $1/\cos\alpha$, and each slope difference acts with its full factor of two. Perpendicular to that plane, the sampled distance is not stretched, and the deflection is weakened by $\cos\alpha$. For a spherical wafer the ratio of the two fractional signals is

$$
\frac{2L\kappa/\cos\alpha}{2L\kappa\cos\alpha}=\frac1{\cos^2\alpha}.
$$

At normal incidence the ratio is one and the two laws agree, as symmetry requires. At oblique incidence a square array measures $\kappa_{xx}$ and $\kappa_{yy}$ separately, provided each row is used with its own law.

**Grazing incidence.** The signal of the row in the plane of incidence grows as $\alpha$ approaches $90^\circ$. The gain is limited by the assumptions: the footprint $s/\cos\alpha$ per gap must fit on the wafer and stay short compared with $L$, and the slopes times $\tan\alpha$ must stay small.

**Focusing.** A concave wafer has $\kappa_{xx}<0$, and (6) says that, in the absence of twist ($\kappa_{xy}=0$), parallel beams in the plane of incidence meet when

$$
L=\frac{\cos\alpha}{2|\kappa_{xx}|}.
$$

Beyond that distance the order of the spots is reversed and the signed $d$ is negative. Equation (6) continues to hold with this sign, but a camera that reports a positive distance needs the order of the spots as well. For the component of the spacing along $\mathbf e_{\rm out}$, the fractional change need not be small for the law to be linear in curvature; it is the slopes that must be small. With a twist, the full distance between spots departs from (6) near the focus.

**Calibration.** For parallel beams, the factor $\cos\alpha/(2L)$ can be found without measuring $\alpha$ and $L$ separately. One places first a flat mirror and then a mirror of known curvature at the wafer position, with the same orientation. The known curvature divided by the observed fractional change is the required factor.

## Part II. Motion, film stress and a worked example

### Symbols and results carried over

The angle of incidence from the normal is $\alpha$, and $L$ is the distance from wafer to camera along the central beam. The beam spacing at the wafer is $s$; the spot spacing is $d_0$ before a change and $d_1$ after it. Curvature $\kappa$ is positive for a wafer convex toward the light. The coordinate $x$ runs along the wafer in the plane of incidence, and a beam with transverse coordinate $u$ lands at $x=u/\cos\alpha$. On the camera its coordinate is $U$. For a row in the plane of incidence, with parallel beams and a flat start,

$$
\Delta\kappa=\frac{\cos\alpha}{2L}\,\frac{d_1-d_0}{d_0}. \tag{8}
$$

For a bent start, the last denominator is $s$ instead of $d_0$. For a row perpendicular to the plane of incidence, the fractional change is $2L\,\Delta\kappa\cos\alpha$. From here on the wafer is taken to be spherical over the array, so that one curvature $\kappa$ describes it.

### Proposition 1: rigid motion of the wafer

*On a flat wafer, a small tilt $\theta$ in the plane of incidence, about an axis through the landing point of the central beam, moves all spots by $2L\theta$ in size, and a lift $h$ moves them by $2h\sin\alpha$. The spacing of parallel beams on a camera normal to the original beam changes by the fraction $2\theta^2$ under the tilt, to leading order, and is unchanged by the lift.*

This part has related the change in spot spacing to wafer curvature for rows in and perpendicular to the plane of incidence, and has stated how rigid motion of the wafer affects the spots. The proof of that statement remains, followed by the finite length of the array, the film force, the noise and a worked example.
